# Where a tunnel transistor's local swing reaches the thermionic value

## Problem

The current of a tunnel transistor follows

$$I(V)=I_0\,e^{-B/V},\qquad B=4\ \text{V},\qquad V>0,$$

where $V$ is the gate overdrive, measured from the point where the electric field in the tunnel junction vanishes. The constants $I_0$ and $B$ do not depend on $V$. The local swing is the gate voltage needed per decade of current, taken at one bias point:

$$S(V)=\frac{dV}{d(\log_{10}I)}.$$

A small swing means a steep switch. Find $S(V)$, and find the overdrive $V_*$ at which it equals the swing of an ideal thermionic transistor at 300 K.

## First estimate by scaling

The current changes by a factor $e$ when the exponent $B/V$ changes by one. The exponent has size $B/V$, and it changes by an amount of that same order when $V$ changes by an amount of order $V$. The voltage per factor $e$ is therefore roughly

$$\frac{V}{B/V}=\frac{V^2}{B}.$$

In a thermionic transistor the gate lowers a barrier, and the current grows by a factor $e$ when the barrier falls by $kT$. This takes a voltage $v=kT/q$, about 0.026 V at 300 K, where $q$ is the elementary charge. Equating the two voltages gives

$$V_*\sim\sqrt{Bv}\approx\sqrt{4\times0.026}\ \text{V}\approx0.3\ \text{V}.$$

Scaling leaves a numerical factor of order one undetermined.

## Exact solution

**Tunnel current.** The natural logarithm of the current is $\ln I=\ln I_0-B/V$. Since $d(1/V)/dV=-1/V^2$, the two minus signs cancel:

$$\frac{d\ln I}{dV}=\frac{B}{V^2}.$$

With $\log_{10}I=\ln I/\ln10$, the slope in decades per volt is $B/(V^2\ln10)$. The swing is its reciprocal:

$$S(V)=\ln(10)\,\frac{V^2}{B}.$$

**Thermionic current.** Let the barrier top lie an energy $\phi-qV$ above the source Fermi level, so that the gate moves the barrier one-for-one. Let the drain bias be many $kT/q$, so that backflow is negligible. For one ballistic channel, with $\varepsilon$ the energy above the barrier top,

$$I_{\rm th}\propto\int_0^\infty\frac{d\varepsilon}{1+e^{(\varepsilon+\phi-qV)/kT}}
\approx e^{-(\phi-qV)/kT}\int_0^\infty e^{-\varepsilon/kT}d\varepsilon
=kT\,e^{-(\phi-qV)/kT}.$$

The approximation drops the 1 in the denominator, which is allowed when $\phi-qV\gg kT$. Then $d\ln I_{\rm th}/dV=q/kT=1/v$, and

$$S_{\rm th}=\ln(10)\,v=2.3026\times25.852\ \text{mV}=59.53\ \text{mV/decade}.$$

**Crossing.** Setting $S(V_*)=S_{\rm th}$, the factor $\ln10$ cancels:

$$\frac{V_*^2}{B}=v\quad\Longrightarrow\quad V_*=\sqrt{Bv}=\sqrt{4\times0.025852}\ \text{V}=0.3216\ \text{V}=321.6\ \text{mV}.$$

The positive root is taken because $V>0$. It is the sole crossing, since $S$ rises steadily with $V$. Below $V_*$ the tunnel current is steeper than the thermionic one; above $V_*$ it is less steep. The formula gives 23.03 mV/decade at 0.20 V, 51.81 at 0.30 V and 92.10 at 0.40 V.

## Comparison of the two

The scaling estimate has the right dependence on $B$ and $T$, and its unknown factor turns out to be one. The reason is the form of the exponent. For a current proportional to $\exp[-(B/V)^p]$, the logarithmic slope is $pB^p/V^{p+1}$, so the voltage per factor $e$ is $V/[p(B/V)^p]$. The scaling argument gives the same expression without the factor $1/p$, and here $p=1$.

The agreement also depends on taking a local slope. Suppose the estimate had used the whole step from $V$ to $2V$. The exponent then falls by $B/V-B/(2V)=B/(2V)$, and the average voltage per factor $e$ is $V/[B/(2V)]=2V^2/B$. Equating this to $v$ would give a starting voltage $\sqrt{Bv/2}\approx0.23$ V.

This difference matters because a switch must cover a finite range. Between $V_1$ and $V_2$,

$$\ln\frac{I_2}{I_1}=B\left(\frac1{V_1}-\frac1{V_2}\right)=\frac{B(V_2-V_1)}{V_1V_2}.$$

Dividing $V_2-V_1$ by the number of decades, $\ln(I_2/I_1)/\ln10$, gives the average swing:

$$\bar S=\ln(10)\,\frac{V_1V_2}{B}.$$

From 0.25 to 0.40 V the current rises by 2.606 decades, so $\bar S=150/2.606=57.56$ mV/decade. This is still below the thermionic value, although the local swing at the upper end is 92.10 mV/decade.

## The price of steepness

As $V\to0$ the swing tends to zero, but so does the current. At the crossing the exponent is

$$\frac{B}{V_*}=\frac{B}{\sqrt{Bv}}=\sqrt{\frac{B}{v}}=12.44,$$

so $I/I_0=e^{-12.44}=3.96\times10^{-6}$. At fixed $I_0$ and temperature, a larger $B$ widens the steep range as $\sqrt B$, but lowers the current at its upper edge as $e^{-\sqrt{B/v}}$.

## What sets B

Take a uniform junction field $V/\lambda$, where $\lambda$ is the junction length. An electron crossing the gap $E_g$ at zero transverse momentum decays at a rate $\kappa$. In a two-band model with equal band-edge masses $m$,

$$\kappa(E)=\frac{\sqrt{2m}}{\hbar}\sqrt{E\left(1-\frac{E}{E_g}\right)},$$

where $E$ is the energy above the local valence-band edge. Along the path $E$ grows as $qVx/\lambda$, so $dx=\lambda\,dE/(qV)$. The semiclassical (WKB) transmission is $\exp(-2\int\kappa\,dx)$. Substituting $E=E_g\sin^2\theta$,

$$\int_0^{E_g}\!\sqrt{E\left(1-\frac{E}{E_g}\right)}\,dE
=2E_g^{3/2}\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta
=2E_g^{3/2}\,\frac{\pi}{16}=\frac{\pi}{8}E_g^{3/2}.$$

Hence

$$2\int\kappa\,dx=\frac{2\sqrt{2m}}{\hbar}\,\frac{\lambda}{qV}\,\frac{\pi}{8}E_g^{3/2}=\frac BV,
\qquad B=\frac{\pi\lambda\sqrt{2m}\,E_g^{3/2}}{4\hbar q},$$

with $E_g$ in joules when the other quantities are in SI units.

As a rough example, take a black-phosphorus film about 10 nm thick, with an assumed gap of 0.3 eV and an assumed mass of 0.15 free-electron masses along the light direction. The mass is uncertain by about a factor of two. A junction length of 15.6 nm, chosen to bring $B$ near 4 V, gives $B=3.995$ V. The field at the crossing is then 0.3216 V over 15.6 nm, or 0.206 MV/cm. Along the heavy direction, with a mass of roughly one free-electron mass and all else fixed, $B$ grows by $\sqrt{1/0.15}$ to 10.31 V. The crossing moves up to 0.516 V, but at an overdrive of 0.3216 V the exponential factor is only $2.9\times10^{-9}$ times its value in the light direction. These heavy-direction figures are only indicative. The two-band formula assumes band edges coupled linearly in momentum along the path, which in black phosphorus holds for the light direction but not for the heavy one. The trend remains: a larger mass makes the wave decay faster in the gap, so orientation matters greatly.

## Where the simple law fails

The following corrections are taken one at a time, with $B=4$ V.

**Prefactor.** If $I\propto V^n e^{-B/V}$, then $d\ln I/dV=n/V+B/V^2$. Setting this equal to $1/v$ and multiplying by $vV^2$ gives $V^2-nvV-Bv=0$, whose positive root is

$$V=\tfrac12\left[nv+\sqrt{n^2v^2+4Bv}\right].$$

The crossing is 0.335 V for $n=1$ and 0.348 V for $n=2$, shifts of about 4% and 8%.

**Residual field.** Suppose the overdrive is instead counted from a point where the junction already has a field equivalent to $V_0$. Then $V$ in the current law is replaced by $V+V_0$, and the crossing falls to $V_*-V_0$. For $V_0=0.10$ V it is 0.222 V. For $V_0\ge V_*$ this law has no steep range at positive overdrive.

**Temperature.** At 358 K with $B$ fixed, the thermionic swing is 71.03 mV/decade and the crossing is 0.351 V, because $V_*\propto\sqrt T$.

**Energy window.** The barrier width is $\lambda E_g/(qV)$. It fits inside the junction length when $qV\ge E_g$, so in the film direct tunnelling opens at 0.30 V, just below $V_*$. This order depends on the assumed mass: with half the mass and the same junction length, $B=2.8$ V and $V_*=0.27$ V, below the opening of the window. The swings quoted for lower overdrives describe the exponential law, not this film. If the current also grows in proportion to the open energy window, $I\propto(V-E_g/q)e^{-B/V}$, and the crossing condition is

$$\frac1{V-E_g/q}+\frac B{V^2}=\frac1v.$$

Numerical root finding gives 0.385 V. This estimate assumes sharp band edges and a fully occupied window, and neglects thermal smearing. It also neglects the junction ends, where the uniform field stops. The tunnelling path fills nearly the whole junction just above 0.30 V, and still 78% of it at 0.385 V, so the exponential law is only approximate over this range and the crossing is a rough value for the film. Solving the two-band equations across a 15.6 nm linear ramp with flat bands on either side, still with a fully occupied window, lowers it to about 0.37 V.

**Leakage.** Add a constant current $fI_0$ to the law. Then

$$\frac{d\ln I}{dV}=\frac{B}{V^2}\,\frac{e^{-B/V}}{e^{-B/V}+f},
\qquad S=\ln(10)\,\frac{V^2}{B}\left(1+f e^{B/V}\right).$$

For thermal leakage over the full gap, which places the source Fermi level at the valence-band edge, and with the same prefactor as tunnelling, $f=e^{-E_g/kT}=9.12\times10^{-6}$. At $V_*$ this exceeds the tunnel factor $3.96\times10^{-6}$, and the swing becomes $59.53\,(1+9.12/3.96)\approx197$ mV/decade.

To find the tolerable leakage, require $S\le S_{\rm th}$ and write $u=1/V$:

$$f\le(Bvu^2-1)e^{-Bu}.$$

The right side is zero at $u=1/V_*$, positive beyond it, and tends to zero as $u\to\infty$, so it has a maximum in between. Its derivative vanishes when $2Bvu-B(Bvu^2-1)=0$. Dividing by $-B^2v$ gives

$$u^2-\frac{2u}{B}-\frac1{Bv}=0,\qquad u=\frac1B+\sqrt{\frac1{B^2}+\frac1{Bv}}.$$

The corresponding overdrive is 0.297 V, and the largest tolerable leakage is $f=2.44\times10^{-7}$. The film estimate is 37 times larger. Numerical minimization of $S$ with the film leakage $f=9.12\times10^{-6}$ gives a smallest swing of about 110 mV/decade, near 0.39 V.

With the values used here, leakage is the only one of these corrections that removes the steep range altogether. The leakage estimate depends on the assumed equal prefactors and leaves out the energy window. For one channel the thermal current scales with $kT$ and the tunnel current with the open window, so $I/I_0=[(qV-E_g)/kT]\,e^{-B/V}+f$; the smallest swing is then about 61 mV/decade, near 0.36 V, close to the thermionic value. The source Fermi level matters as much. For the two-band junction of finite length, with window, thermal occupation and leakage included, the smallest swing is roughly 79, 58 and 44 mV/decade when the Fermi level lies 30 meV above, at, and 30 meV below the source valence-band edge. The estimate therefore does not settle whether the film has a steep range. The value $V_*=0.32$ V is a property of the stated exponential law; it does not show that a device made from this film would switch more steeply than the thermionic limit.

All numerical values are calculated from the stated model.
